# Why an Asymmetric Elastic Barrier Transmits Equally from Either Side

## 1. A single step

Take two uniform regions that meet at \(z=0\). An electron of fixed energy and parallel wavevector has normal speed \(v_L=\hbar k_L/m_L\) on the left and \(v_R=\hbar k_R/m_R\) on the right. Here \(k\) is the normal wavevector and \(m\) the normal effective mass. The envelope \(\psi\) and the quantity \(\psi'/m\) are continuous at the junction.

Send a wave of unit amplitude from the left. With reflected amplitude \(r\) and transmitted amplitude \(t\), the two conditions are

\[
1+r=t,\qquad v_L(1-r)=v_Rt .
\]

Divide the second by \(v_L\) and add it to the first. The reflected amplitude cancels:

\[
2=t\left(1+\frac{v_R}{v_L}\right),\qquad t=\frac{2v_L}{v_L+v_R}.
\]

From the right, with primed amplitudes, the conditions are \(1+r'=t'\) and \(v_R(1-r')=v_Lt'\), so

\[
t'=\frac{2v_R}{v_L+v_R}.
\]

The amplitudes differ. A transmission probability, however, is a ratio of fluxes, and the flux of a plane wave is its speed times its squared amplitude:

\[
T=\frac{v_R}{v_L}|t|^2=\frac{4v_Lv_R}{(v_L+v_R)^2},\qquad
T'=\frac{v_L}{v_R}|t'|^2=\frac{4v_Lv_R}{(v_L+v_R)^2}.
\]

The two probabilities are equal, and behind this lies the amplitude relation

\[
v_Lt'=v_Rt. \tag{1}
\]

## 2. Two steps: what the shape contributes

Now put a uniform layer of thickness \(a\), with real wavevector \(k_M\) and speed \(v_M\), between two different steps. Let \(p=e^{ik_Ma}\). A wave from the left crosses step 1, crosses the layer, and leaves through step 2, possibly after round trips inside. Each round trip contributes a reflection \(r_2\) at step 2, a reflection \(r_1'\) at step 1 and two crossings. Summing the geometric series gives

\[
t=\frac{t_1\,p\,t_2}{1-r_1'r_2p^2}.
\]

From the right the wave crosses the steps in the opposite order, but its round trip contains the same two reflections:

\[
t'=\frac{t_2'\,p\,t_1'}{1-r_1'r_2p^2}.
\]

Relation (1) holds at each step: \(v_Lt_1'=v_Mt_1\) and \(v_Mt_2'=v_Rt_2\). Therefore

\[
v_Lt_1't_2'=v_Mt_1t_2'=v_Rt_1t_2 ,
\]

and again \(v_Lt'=v_Rt\). The order of the steps affects the wave inside the layer, but both directions share the same interference denominator. For a smooth barrier, an argument that does not count bounces is more direct.

## 3. The general problem

Consider one electron in a static structure between \(z=0\) and \(z=d\), with uniform leads outside. Spin is left out. The parallel wavevector is conserved. Assume also that the kinetic energy has no term mixing the normal and parallel wavevectors. The parallel motion then separates and its kinetic energy joins the band edge in a function \(U(z)\). The envelope equation is

\[
-\frac{\hbar^2}{2}\left(\frac{\psi'}{m}\right)'+U\psi=E\psi,
\qquad
\left(\frac{\psi'}{m}\right)'=\frac{2}{\hbar^2}(U-E)\psi. \tag{2}
\]

Here \(m(z)>0\) may have steps. Integrating (2) across a step with finite \(U\) shows that \(\psi'/m\) is continuous there. Each lead has one open channel, meaning one propagating wave in each direction.

Let \(f\) be the state incident from the left:

\[
f=\begin{cases}e^{ik_Lz}+re^{-ik_Lz}, & z\le0,\\ te^{ik_R(z-d)}, & z\ge d,\end{cases}
\]

and \(g\) the state incident from the right:

\[
g=\begin{cases}t'e^{-ik_Lz}, & z\le0,\\ e^{-ik_R(z-d)}+r'e^{ik_R(z-d)}, & z\ge d.\end{cases}
\]

Both solve the same equation. Reversing the motion in time would also reverse the parallel wavevector. That reversal is not used here; the parallel wavevector is the same for \(f\) and \(g\).

## 4. The conserved Wronskian

Define

\[
W[f,g]=\frac{fg'-gf'}{m}=f\,\frac{g'}{m}-g\,\frac{f'}{m}.
\]

It is continuous at mass steps because each of its factors is. Its derivative is

\[
W'=\frac{f'g'}{m}+f\left(\frac{g'}{m}\right)'-\frac{g'f'}{m}-g\left(\frac{f'}{m}\right)' .
\]

The first and third terms cancel. For later use, allow \(f\) and \(g\) to have different energies and parallel energies, with the same \(m(z)\). Equation (2) then gives

\[
W'=\frac{2}{\hbar^2}\big[(U_g-E_g)-(U_f-E_f)\big]fg. \tag{3}
\]

At equal energy and parallel wavevector the bracket vanishes at every \(z\), whatever the shape of \(U\) and \(m\), so \(W\) is constant.

Evaluate it on the left, where \(g'=-ik_Lg\) and \(f'=ik_L(e^{ik_Lz}-re^{-ik_Lz})\):

\[
fg'-gf'=-ik_Lt'e^{-ik_Lz}\big[(e^{ik_Lz}+re^{-ik_Lz})+(e^{ik_Lz}-re^{-ik_Lz})\big]=-2ik_Lt'.
\]

On the right put \(x=z-d\). Now \(f'=ik_Rf\), and

\[
fg'-gf'=ik_Rte^{ik_Rx}\big[(-e^{-ik_Rx}+r'e^{ik_Rx})-(e^{-ik_Rx}+r'e^{ik_Rx})\big]=-2ik_Rt.
\]

Divide by the respective masses and equate:

\[
-\frac{2ik_Lt'}{m_L}=-\frac{2ik_Rt}{m_R}\quad\Longrightarrow\quad v_Lt'=v_Rt.
\]

This is (1), now for any profile obeying (2), phase included. A tilted valley can add a cross term \(\hbar^2a\,k_z\) to the kinetic energy, with \(a\) proportional to the parallel wavevector. Writing \(\psi=e^{-i\int ma\,dz}\chi\) removes it, so the moduli in (1) still agree, but \(v_Lt'\) and \(v_Rt\) then differ by the phase \(2\int_0^d ma\,dz\). Substitute \(t'=(v_R/v_L)t\) in the flux ratio:

\[
T'=\frac{v_L}{v_R}|t'|^2=\frac{v_L}{v_R}\frac{v_R^2}{v_L^2}|t|^2=\frac{v_R}{v_L}|t|^2=T. \tag{4}
\]

The lead speeds account for the unequal amplitudes. The barrier shape affects the common value of \(T\) but drops out of the comparison.

## 5. What flux conservation adds

If \(U\) is real, \(f^*\) also solves (2). The same evaluation in the leads gives

\[
W[f^*,f]=\frac{2ik_L}{m_L}(1-|r|^2)=\frac{2ik_R}{m_R}|t|^2 .
\]

Dividing by \(2ik_L/m_L\) yields \(R+T=1\) with \(R=|r|^2\). In the same way \(R'+T'=1\). The mixed pair gives

\[
W[f^*,g]=-\frac{2ik_L}{m_L}r^*t'=\frac{2ik_R}{m_R}t^*r' .
\]

Hence \(v_Rt^*r'=-v_Lr^*t'\), and inserting (1) gives

\[
r'=-r^*\frac{t}{t^*}. \tag{5}
\]

The reflection probabilities agree, while the reflection phases may differ.

These relations provide a second proof for real \(U\). Square the modulus of the mixed relation before using (1), and write \(|t|^2=Tv_L/v_R\) and \(|t'|^2=T'v_R/v_L\). Both sides acquire the factor \(v_Lv_R\), leaving \(R'T=RT'\). With \(R=1-T\) and \(R'=1-T'\) this reads \((1-T')T=(1-T)T'\), so \(T=T'\). Flux conservation is thus sufficient when used in this way. Absorption shows that it is not necessary.

Replace \(U\) by \(U-i\Gamma(z)\), with \(\Gamma\ge0\) local and confined to the barrier. It represents electrons lost from the elastic beam. The functions \(f\) and \(g\) still obey one common equation, so (3), (1) and (4) survive. But \(f^*\) now obeys the equation with \(+i\Gamma\), and

\[
W[f^*,f]'=-\frac{4i}{\hbar^2}\Gamma|f|^2 .
\]

Integrate over the barrier, multiply by \(\hbar/(2i)\), and divide by \(-v_L\). This gives the first relation below. The same steps for \(W[g^*,g]\), whose lead values are \(-2iv_L|t'|^2/\hbar\) on the left and \(-2iv_R(1-R')/\hbar\) on the right, give the second after division by \(-v_R\):

\[
1-R-T=\frac{2}{\hbar v_L}\int_0^d\Gamma|f|^2dz,\qquad
1-R'-T'=\frac{2}{\hbar v_R}\int_0^d\Gamma|g|^2dz. \tag{6}
\]

The two losses depend on different waves and speeds. Absorption therefore reveals the asymmetry in reflection and leaves the elastic transmissions equal.

## 6. A metal on heavily doped germanium

Let the left lead be a free-electron metal and the right lead n-type germanium with a (001) surface. Energies are measured from the metal Fermi level. The rough germanium inputs are a barrier \(\phi=0.55\) eV, a donor density \(N=5\times10^{19}\) cm\(^{-3}\), relative permittivity 16, and L-valley masses \(m_l=1.6\,m_0\) and \(m_t=0.08\,m_0\). The metal band bottom, 9 eV below the Fermi level, is a model choice.

**Mass.** The squared cosine of the angle between the valley axis and \(z\) is \(1/3\). Choose the added parallel wavevector \(q=0.2\) nm\(^{-1}\) perpendicular to the valley axis. With \(k_z\) measured from the valley bottom, the component along the axis is \(k_z/\sqrt3\), and the kinetic energy is

\[
\frac{\hbar^2}{2}\left[k_z^2\left(\frac{1}{3m_l}+\frac{2}{3m_t}\right)+\frac{q^2}{m_t}\right].
\]

There is no term in \(k_zq\), and

\[
\frac{m_0}{m_z}=\frac{1}{3(1.6)}+\frac{2}{3(0.08)}=8.54,\qquad m_z=0.117\,m_0 .
\]

In the metal the parallel wavevector also includes the valley's surface projection \(K_0=7.85\) nm\(^{-1}\), perpendicular to \(q\).

**Profile.** Four valleys filled at zero temperature satisfy

\[
\frac N4=\frac{(2m_d\zeta/\hbar^2)^{3/2}}{3\pi^2},\qquad m_d=(m_lm_t^2)^{1/3},
\]

which places the Fermi level \(\zeta=0.090\) eV above the band bottom. The total bending is \(B=0.550+0.090=0.640\) eV. Uniform donor charge gives a parabolic edge,

\[
E_c(z)=-\zeta+B(1-z/d)^2,\qquad d=\sqrt{\frac{2\epsilon B}{e^2N}}=4.76\ \text{nm}.
\]

The edge is at 0.270 eV at quarter width and at \(-0.050\) eV at three-quarter width. The barrier is abrupt at the metal and smooth toward the bulk.

**Channels.** The ideal surface lattice makes \(+K_0\) and \(-K_0\) equivalent, so two valleys and two metal beams share one surface wavevector. A mirror plane exchanges the members of each pair and leaves \(q\) unchanged. The mirror-even and mirror-odd combinations do not mix, and each has one channel per side. The next metal beam would need 11.5 eV of parallel energy, more than the 9 eV available at the Fermi level, and is closed. The basic model omits lattice mixing, so both parities have the same \(T\).

**Result at the Fermi level.** The speeds are \(v_L=1.530\times10^6\) m/s and \(v_R=4.632\times10^5\) m/s, with ratio \(v_R/v_L=0.3028\). Integrating the two incidences separately gives \(|t|^2=0.05692\) and \(|t'|^2=0.005219\), a factor of 11 apart. The fluxes are

\[
T=0.3028(0.05692)=0.0172,\qquad T'=\frac{0.005219}{0.3028}=0.0172 .
\]

A separate finite-difference solution with 4000 intervals gives 0.01723 for both directions.

The speed mismatch can be weighed against the barrier. An abrupt step between the same two speeds would transmit

\[
\frac{4(15.30)(4.632)}{(15.30+4.632)^2}=0.71 .
\]

The actual profile transmits about 41 times less. Nor is 0.71 a separate factor in \(T\). At the metal junction the incoming wave meets a decaying wave, with decay constant \(\kappa\), and the metal speed is close to \(\hbar\kappa/m_z=1.31\times10^6\) m/s there. Lowering the metal speed to the germanium value, with the barrier unchanged, would reduce \(T\) to 0.012. In this example the suppression comes from the barrier, not from the speed mismatch.

The waves inside are very different. From \(z=0\) to \(z=d\), \(|f|\) falls from 1.586 to 0.239, while \(|g|\) rises from 0.072 to 1.935. Yet \(|W|=1.909\) nm\(^{-1}m_0^{-1}\) at both ends and in the middle. The end values can be checked through \(v_L|t'|=v_R|t|\): both products are \(1.105\times10^5\) m/s.

Both reflection probabilities are 0.983. The phases are \(-1.30\) rad from the metal and \(-0.48\) rad from germanium, referred to \(z=0\) and \(z=d\) respectively.

## 7. Removing one condition at a time

**Real potential.** Add an absorber with \(\Gamma=0.02\) eV \(\times\exp[-((z-3\ \text{nm})/0.5\ \text{nm})^2]\). Both transmissions fall to 0.0160. The reflections separate, to 0.982 from the metal and 0.854 from germanium, and the absorbed fractions are 0.0022 and 0.129. Their ratio is 59. By (6), the speeds supply a factor of 3.3, and the remaining factor of about 18 comes from the greater weight of \(|g|^2\) at the absorber.

**Equal energy and parallel wavevector.** Keep \(f\) as before, but take \(g\) at \(E=0.05\) eV and \(q=0.1\) nm\(^{-1}\). The Wronskian now changes across the barrier by 2.42 nm\(^{-1}m_0^{-1}\) in magnitude, more than the conserved value found above. The change agrees with the integral of (3). If only the energy differs, with \(q\) held at 0.2 nm\(^{-1}\), transmission from germanium at 0.05 eV is 0.0348, twice the transmission from the metal at zero energy. An inelastic event that changes the energy inside the barrier is likewise outside the proof.

**Open leads.** At \(E=-0.1\) eV the energy lies below the germanium band bottom. The wave decays into the germanium, so \(W[f^*,f]\) tends to zero there. Being constant, it is zero in the metal too, and \(R=1\). There is then no incident wave from germanium with which to compare.

**Same bias.** Hold \(E\), \(q\) and \(\phi\) fixed and change the bias. At 0.05 V forward bias, which raises the germanium bands, \(T=0.0100\) in both directions. At 0.05 V reverse bias it is 0.02225 in both directions. Each bias defines its own barrier, and equality holds within each. Comparing forward with reverse current compares two barriers as well as two sets of occupations, so rectification does not contradict (4).

At equilibrium the equality has a direct meaning. For fixed parallel wavevector, the incident flux in an energy interval \(dE\) in either lead is the occupation times

\[
v\,\frac{dk}{2\pi}=\frac{dE}{2\pi\hbar},
\]

because \(dE=\hbar v\,dk\). The speed cancels. Equal occupations and equal \(T\) therefore give equal opposing flows at each energy.

## 8. Weighing what the example neglects

Each correction below is applied alone, with \(E=0\) and \(q=0.2\) nm\(^{-1}\) fixed. Percentages are relative to the basic \(T=0.0172\). Every modified profile was solved from both sides, and the two transmissions agreed to within one part in a million.

- **Nonparabolic tunnelling, +47%.** Where \(U>E\), the mass is replaced by \(m_z[1-(U-E)/E_g]\), with a rough direct gap \(E_g=2\) eV at L. This lowers the decay constant, and \(T\) becomes 0.0253.
- **Electron tail, −38%.** Mobile electrons partly cancel the donor charge near the bulk. In zero-temperature Thomas-Fermi theory the bending \(u\) obeys \(u'^2=(2e^2N/\epsilon)(u-2\zeta/5)\) for \(u>\zeta\). Without the tail the last bracket is \(u\). The edge thus falls more slowly, and \(T\) becomes 0.0107.
- **Image force, +20%.** The added energy is \(-(e^2/16\pi\epsilon)[1/(z+s)-1/(d+s)]\), with an assumed cutoff \(s=0.1\) nm. It lowers the barrier and gives \(T=0.0207\).
- **Lattice mixing, −17% and +20%.** An illustrative interface term \(\pm0.5\) eV \(\times\exp[-(z/0.2\ \text{nm})^2]\), of opposite sign for the two parities, gives 0.0143 and 0.0206. Its strength is assumed, so these numbers do not bound the real mixing.

Two of these corrections are comparable in size and opposite in sign, but they need not combine additively. A single correction can already change the first digit of \(T\), so the digits quoted belong to the basic model and are not a prediction for a contact.

Temperature leaves the equality at each energy intact, but it changes the profile and which energies matter. With the electron tail taken at 300 K instead of zero temperature, the Fermi level lies 0.084 eV above the band bottom and \(T\) at \(E=0\) becomes 0.0086, a change of −50% rather than −38%. The estimates that follow use the basic profile. Near the Fermi level \(T\) grows by a factor \(e\) in about 0.063 eV, while \(k_BT_{\rm th}=0.026\) eV at \(T_{\rm th}=300\) K. If that growth rate persisted through the thermal tail, the occupied transmission would vary as

\[
\exp\left(\frac{E}{0.063\ \text{eV}}-\frac{E}{0.026\ \text{eV}}\right)\approx\exp\left(-\frac{E}{0.044\ \text{eV}}\right).
\]

In this model the growth slows with energy: the 0.063 eV scale becomes 0.078 eV at \(E=0.05\) eV and 0.12 eV at \(E=0.2\) eV, so the tail falls faster than this estimate. Energies above the Fermi level still matter, and a room-temperature current needs an integral over energy, not \(T\) at the Fermi level alone.

The barrier height and permittivity are of the size met in metal contacts to n-type germanium, and the doping is at the heavy end. A free-electron band is a crude stand-in for a transition metal or a germanide. Real contacts also have discrete donors: their mean spacing here is 2.7 nm, so the 4.8 nm barrier is less than two spacings deep. The resulting lateral potential variations can scatter the parallel wavevector, and interface roughness can do the same. Neither effect on \(T\) is sized here. Where such scattering matters, (4) no longer describes the whole contact, because several parallel wavevectors take part. The numerical output below lists most of the values quoted for the laterally uniform model.

## Computed results

```
barrier above Fermi level: 0.55 eV
donor density: 5e+19 cm^-3
relative permittivity: 16
longitudinal, mass: 1.6 m0
transverse mass: 0.08 m0
tunnelling mass: 0.11707 m0
metal band depth: 9 eV
valley projection K0: 7.8496 nm^-1
added parallel wavevector q: 0.2 nm^-1
Fermi level above Ge band bottom: 0.090443 eV
depletion width: 4.7594 nm
peak field: 2.6913 MV/cm
edge at quarter width: 0.26981 eV
edge at three-quarter width: -0.050416 eV
normal speed in metal: 1.5296e+06 m/s
normal speed in Ge: 4.6316e+05 m/s
|t|^2 from metal: 0.056917
|t'|^2 from Ge: 0.0052187
T metal to Ge: 0.017234708
T Ge to metal: 0.017234708
relative difference of the two T: 3.8e-14
finite-difference T metal to Ge: 0.01723471
finite-difference T Ge to metal: 0.01723471
R from metal: 0.9827653
R from Ge: 0.9827653
reflection phase from metal: -1.2983 rad
reflection phase from Ge: -0.47622 rad
z=0: |f|=1.58633, |g|=0.07224, |W|=1.9089340 per (nm m0)
z=d/2: |f|=0.28872, |g|=0.71084, |W|=1.9089340 per (nm m0)
z=d: |f|=0.23857, |g|=1.93516, |W|=1.9089340 per (nm m0)
|W change|, E +0.05 eV and q 0.1/nm for g: 2.4189 per (nm m0)
T Ge to metal at E=0.05 eV: 0.034849
absorber: T=0.0160447, T'=0.0160447
absorber: R=0.98176, R'=0.85448
absorbed: from metal 0.00219, from Ge 0.12948
closed Ge lead at E=-0.1 eV, R from metal: 1
T at 0.05 V forward bias, both ways: 0.009966
T at 0.05 V reverse bias, both ways: 0.02225
next metal beam, parallel energy: 11.5 eV
T with image force (0.1 nm cutoff): 0.020743
T with nonparabolic mass (2 eV gap): 0.02531
T with Thomas-Fermi electron tail: 0.010653
T with +0.5 eV, 0.2 nm interface term: 0.014349
T with -0.5 eV, 0.2 nm interface term: 0.020644
energy scale of T, dE/d(ln T): 0.062874 eV
thermal energy at 300 K: 0.025852 eV
mean donor spacing: 2.7144 nm
```
